# Polarizability prescriptions in the discrete dipole approximation, measured against Mie theory, part 3

A sphere of radius \(a\), with \(\varepsilon=m^2\) and \(x=ka\), is modelled by \(N\) dipoles \(\mathbf p_j\) of polarizability \(\alpha\) on a cubic lattice of spacing \(d\), in a ball \(n\) spacings across with \(Nd^3=4\pi a^3/3\). Units are Gaussian, with time factor \(e^{-i\omega t}\) and \(k=\omega/c\). With \(G=(k^2+\nabla\nabla)g\) and \(g=e^{ikr}/r\),
\[
\frac{\mathbf p_j}{\alpha}-\sum_{l\ne j}G(\mathbf r_j-\mathbf r_l)\,\mathbf p_l=\mathbf E_j,\qquad \mathbf E_j=\hat x\,e^{ikz_j}.
\tag{1}
\]
\[
C_{\rm abs}\equiv C_{\rm ext}-C_{\rm sca}=4\pi k\Big[-\operatorname{Im}\frac1\alpha-\frac23k^3\Big]\sum_j|\mathbf p_j|^2 .
\tag{2}
\]
Efficiencies are \(Q=C/\pi a^2\), and \(Q_{\rm ext}=4\operatorname{Re}S_0/x^2\) with forward amplitude \(S_0\). In Mie theory \(S_0=\tfrac12\sum_l(2l+1)(a_l+b_l)\).

For lattice waves of wavevector \(\mathbf q\), the sum \(T=\sum_{\mathbf R\ne0}G(\mathbf R)\cos(\mathbf q\cdot\mathbf R)\) is, at \(d=1\),
\[
T=T_{\rm mac}+\big[c_0+b_1k^2+b_2q^2-\tfrac23ik^3\big]I+c_3\,\mathbf q\mathbf q+b_3\operatorname{diag}(q_\mu^2)+O(4),
\tag{3}
\]
with \(T_{\rm mac}=4\pi(k^2I-\mathbf q\mathbf q)/(q^2-k^2)\), \(c_0=4\pi/3\), \(b_1=-1.891532\), \(b_2=0.164847\), \(b_3=-1.770000\), \(c_3=1.275460\). This gives
\[
\frac{d^3}{\alpha_{\rm LDR}}=4\pi\Big[\frac{1}{\varepsilon-1}+\frac13\Big]+\big(b_1+\varepsilon b_2+\varepsilon b_3S\big)(kd)^2-\frac23i(kd)^3,
\tag{4}
\]
where \(S=\sum_\mu a_\mu^2e_\mu^2\) for direction \(\hat a\) and polarization \(\hat e\). CM keeps only the first term, RR the first and last. Along an axis \(S=0\), and \(B=b_1+\varepsilon b_2\). The isotropic mean is \(\langle S\rangle=\tfrac15\); at \(m=1.5\), \(B=-1.5206\) and \(\varepsilon b_3\langle S\rangle=-0.7965\). The spacing measure is \(y=|m|kd\).

Adding \(\delta\) to \(d^3/\alpha\) equals a permittivity shift
\[
\frac{1}{\varepsilon'-1}=\frac1{\varepsilon-1}+\frac{\delta}{4\pi},\qquad \varepsilon'-\varepsilon\approx-\frac{(\varepsilon-1)^2}{4\pi}\,\delta ,
\]
with \(\delta=B(kd)^2\) for LDR \(-\) RR and \(-\tfrac23i(kd)^3\) for RR \(-\) CM. If the method converges, the ratio of \(\Delta S_0\) to \(S_{\rm Mie}(\varepsilon')-S_{\rm Mie}(\varepsilon)\) tends to one, and any error linear in \(d\) is common to all three prescriptions. A lossless comparison sphere has \(m=1.5\) and the same \(x=2.094\) as the worked example.

## The error that is not in the polarizability

A linear term can be derived in the static limit at weak contrast. Set \(k=0\) and \(d=1\), let \(\chi=\alpha_{\rm CM}/d^3\), let \(\mathsf G\) be the real symmetric \(3N\times3N\) static interaction matrix, and let \(\mathsf e\) hold \(\hat x\) at every site. Equation (1) is \(\mathsf p=\chi(\mathsf e+\mathsf G\mathsf p)\), and iteration, convergent when \(|\chi|\) times the largest modulus of an eigenvalue of \(\mathsf G\) is below one, gives \(\mathsf p=\chi(\mathsf e+\chi\mathsf G\mathsf e+\chi^2\mathsf G^2\mathsf e+\dots)\). With \(\mathbf F_j=\sum_{l\ne j}G_{jl}\hat x\) and \(\mathsf e^T\mathsf G^2\mathsf e=|\mathsf G\mathsf e|^2\),
\[
\frac{\alpha_{\rm tot}}{N\alpha_{\rm CM}}=1+\chi\,\langle F_x\rangle+\chi^2W+O(\chi^3),\qquad W=\frac1N\sum_j|\mathbf F_j|^2 .
\]
The volume condition makes \(N\alpha_{\rm CM}=a^3(\varepsilon-1)/(\varepsilon+2)\), the exact polarizability of the sphere, so everything after the \(1\) is error. The tensor \(\sum_{j\neq l}G_{jl}\) is invariant under the cubic group, hence a multiple of \(I\), and it is traceless because \(\operatorname{tr}G=2k^2g=0\). So \(\langle F_x\rangle=0\), and the leading error is \(\chi^2W>0\) for real \(\varepsilon\).

For a site far from the surface, draw a small ball around it that lies inside the cluster. The sites in the small ball contribute nothing, by the same symmetry argument. The rest is replaced by an integral, which is the interior field of a uniformly polarized large ball minus that of the small one, \(-\tfrac{4\pi}{3}\mathbf P+\tfrac{4\pi}{3}\mathbf P=0\). The replacement fails within a few spacings of the stepped boundary, where \(\mathbf F_j\) is of order one in lattice units whatever \(n\) is. A shell of thickness \(t\) spacings holds the volume fraction \(1-(1-2t/n)^3\approx6t/n\), so \(W\propto1/n\propto d\), with an irregular prefactor because the steps rearrange with \(n\). The localization is a scaling argument and not a proof, so the program tests it. At \(n=32\) the outer two spacings hold \(0.330\) of the volume and \(0.998\) of \(W\). At \(n=16\), where \(W=0.8069\), the static solution for \(\varepsilon=1.05\) exceeds the sphere by \(1.230\times10^{-5}\) against \(\chi^2W=1.236\times10^{-5}\). For \(\varepsilon=2.25\), \(\chi=0.07022\) and \(\chi^2W=0.004931\times0.8069=3.98\times10^{-3}\), against a computed excess of \(3.77\times10^{-3}\). The product \(nW\) is \(8.93\) at \(n=8\), then \(12.39,\ 11.92,\ 12.91,\ 12.65,\ 13.26,\ 13.43\) for \(n=10,12,16,20,24,32\). The fitted slope of \(\ln W\) against \(\ln n\) over the whole range is \(-0.78\), flatter than \(-1\) and inside the tested window of \(\pm0.4\). The point \(n=8\) lies well below the trend, and between \(n=16\) and \(32\) the ratio \(0.8069/0.4198=1.92\) corresponds to a slope of \(-0.94\). The exact shell fraction lies below \(6t/n\), by a larger fraction at small \(n\), which flattens the curve in the observed direction; that this accounts for the whole drift of \(nW\) is a conjecture.

## Solving the system

A dense solution of (1) costs of order \((3N)^3\) operations, and \(N=17256\) at \(n=32\). Two facts remove the need for it. First, \(G_{jl}\) depends only on the integer offset between sites, so the sum over \(l\) is a discrete convolution on the \(n^3\) bounding box, with \(\mathbf p=0\) outside the ball and \(G(0)=0\). Offsets run from \(-(n-1)\) to \(n-1\) in each direction. On a periodic grid of \(2n\) points these \(2n-1\) values are all distinct, so the circular convolution of the zero-padded \(\mathbf p\) equals the true one on the original box. The six independent components of \(G\) are transformed once, and each product costs three forward and three inverse FFTs and a \(3\times3\) multiplication per grid point.

Second, the scaled system \(A\mathsf p=\alpha\mathsf E\), \(A=1-\alpha\mathsf G\), is solved by GMRES. From a first guess \(\mathsf p_0\) with residual \(\mathsf r_0\) of norm \(\beta\), Gram-Schmidt orthogonalization of \(\mathsf r_0,A\mathsf r_0,\dots\) yields orthonormal columns \(V_j\) and a \((j+1)\times j\) matrix \(H_j\) of projection coefficients with \(AV_j=V_{j+1}H_j\). The residual of \(\mathsf p_0+V_jc\) is \(V_{j+1}(\beta e_1-H_jc)\), with \(e_1\) the first unit vector, so its norm is minimized by a small least-squares problem. The iteration stops at a relative residual of \(10^{-7}\), well below the RR \(-\) CM difference to be resolved, and each prescription starts from the solution of the previous one. The FFT-GMRES solution is tested against a dense solve at \(n=8\).

The iteration count of the CM solve, the only one not started from another prescription's solution, is \(14\) or \(15\) at every \(n\). Equation (3) suggests why. For lattice waves with \(k\ll q\ll1/d\), \(d^3T\) has the eigenvalue \(4\pi/3\) on transverse and \(-8\pi/3\) on longitudinal vectors, so \(A\) has \(1-(\varepsilon-1)/(\varepsilon+2)=3/(\varepsilon+2)\) and \(1+2(\varepsilon-1)/(\varepsilon+2)=3\varepsilon/(\varepsilon+2)\). Neither depends on \(d\), and their ratio is \(\varepsilon\). These long-wave values do not bound the spectrum: the static interaction matrix of the finite cluster has eigenvalues beyond both \(-8\pi/3\) and \(4\pi/3\). That they nevertheless govern the iteration count for a material of moderate \(\varepsilon\) such as this one is a conjecture. It carries a warning for metals: with \(\operatorname{Re}\varepsilon<0\) and \(\operatorname{Im}\varepsilon\ll|\varepsilon-1|\) the segment between the two values passes near zero. In the eigenbasis of \(\mathsf G\) each static mode is weighted by \(1/(1-\chi\lambda)\), so there a mode can be resonant. High-index dielectrics need care as well. An eigenvalue \(-8\pi/3\) already makes the series in \(\chi\) diverge once \(2|\varepsilon-1|\ge|\varepsilon+2|\), that is for real \(\varepsilon\ge4\) or \(\varepsilon\le0\). And since \(\chi\) rises toward \(3/4\pi\) as real \(\varepsilon\) grows, an eigenvalue above \(4\pi/3\) makes \(1-\chi\lambda\) vanish at the positive value \(\varepsilon=(\lambda+8\pi/3)/(\lambda-4\pi/3)\), where the sphere itself has no static resonance. The largest eigenvalue, \(5.10\) at \(n=8\) and \(5.19\) at \(n=10\), puts the first such point near \(\varepsilon=15\) and \(14\), close to the infrared permittivities of silicon and germanium (about \(12\) and \(16\)), although these modes couple only weakly to a uniform field. Nothing measured below carries over to either regime.

## Worked example

The model sphere has \(m=1.5+0.05i\), so \(\varepsilon=2.2475+0.15i\), with \(a=200\) nm and \(\lambda=600\) nm (photon energy \(2.0664\) eV), so \(x=2\pi/3=2.09440\). The Mie series gives \(S_0=2.18901-2.32425i\), of which the four leading coefficients supply \(\tfrac32(0.4709+0.6830)+\tfrac52(0.1307+0.0434)=2.166\) of the real part. Then \(Q_{\rm ext}=4\times2.18901/4.38649=1.99614\), \(Q_{\rm sca}=1.60472\), \(Q_{\rm abs}=0.39142\), and \(C_{\rm ext}=250842\ {\rm nm}^2=0.2508\ \mu{\rm m}^2\). For \(n=32\), \(d=200\,(4\pi/(3\times17256))^{1/3}=12.48\) nm, \(kd=0.1307\), and \(y=1.5008\times0.1307=0.1961\). The table gives \(Q_{\rm ext}/Q_{\rm ext}^{\rm Mie}-1\) in percent.

| \(n\) | \(N\) | \(y\) | CM | RR | LDR |
|---|---|---|---|---|---|
| 8 | 280 | 0.7745 | −6.514 | −6.416 | −1.380 |
| 10 | 552 | 0.6177 | −4.090 | −4.060 | −0.825 |
| 12 | 912 | 0.5225 | −2.982 | −2.971 | −0.656 |
| 16 | 2176 | 0.3910 | −1.681 | −1.679 | −0.379 |
| 20 | 4224 | 0.3135 | −1.135 | −1.135 | −0.299 |
| 24 | 7208 | 0.2623 | −0.774 | −0.774 | −0.189 |
| 32 | 17256 | 0.1961 | −0.447 | −0.447 | −0.120 |

The differences between prescriptions follow the permittivity-shift argument closely. \(|\Delta S_0|\) for LDR \(-\) RR falls from \(0.1105\) to \(7.150\times10^{-3}\) with fitted slope \(1.995\) in \(kd\), and for RR \(-\) CM from \(2.458\times10^{-2}\) to \(4.089\times10^{-4}\) with slope \(2.984\). The modulus of the ratio to the Mie prediction goes from \(0.9744\) to \(1.0025\) in the first case and from \(0.9835\) to \(1.0028\) in the second. The slopes are tested, and so is the complex ratio at \(n=32\), within \(5\,\%\). The two differences should stand in the ratio of their \(\delta\), \(\tfrac23kd/|B|\). With \(B=b_1+\varepsilon b_2=-1.521+0.025i\) this is \(0.0871/1.521=0.0573\) at \(n=32\), and \(4.089\times10^{-4}/7.150\times10^{-3}=0.0572\).

The same argument explains why RR hardly shows in the table. At \(n=8\) the LDR correction raises \(Q_{\rm ext}\) by \(5.036\,\%\) of \(1.99614\), that is by \(0.1005\), so \(\operatorname{Re}\Delta S_0=0.1005\times4.38649/4=0.1102\), almost the whole modulus \(0.1105\). The LDR shift of \(S_0\) is nearly real for this sphere. To first order both shifts are the same complex derivative times \(\delta\), and \(-\tfrac23i(kd)^3\) is turned by nearly \(90^\circ\) from the nearly real \(B(kd)^2\), so the RR shift is nearly imaginary. A real shift of modulus \(0.02458\) would change \(Q_{\rm ext}\) by \(4\times0.02458/4.38649=0.0224\), or \(1.1\,\%\), and the table shows \(0.098\,\%\). This is a property of this \(x\) and \(m\). The RR shift moves \(\varepsilon\) along \(i(\varepsilon-1)^2\), about \(14^\circ\) away from pure added absorption for this material, and \(\operatorname{Re}S_0\) happens to be nearly stationary along that direction. For the lossless sphere at \(n=8\) the same correction changes \(Q_{\rm ext}\) by \(1.78710-1.78097=0.0061\), or \(0.34\,\%\) of the CM value.

For the convergence to Mie, the relative error was fitted as \(a_1y+a_2y^2\) by a straight line through error\(/y\), which weights the points for a staircase scatter proportional to \(y\). The results are \((a_1,a_2)=(-0.0023,-0.105)\) for CM, \((-0.0029,-0.103)\) for RR and \((-0.0025,-0.019)\) for LDR. The three \(a_1\) must be equal by the argument above, so their spread comes from higher powers of \(y\) that differ between the prescriptions. Higher powers common to all three shift every \(a_1\) alike and leave no trace in the spread, which therefore does not measure the full uncertainty of \(a_1\). In this range of spacings the fitted error of CM and RR is dominated by \(y^2\), while for LDR the fitted linear part grows to about two thirds of the quadratic one at \(n=32\). LDR is the most accurate at every \(n\) in the table. From \(n=16\) to \(32\), where \(y\) falls by \(1.994\), the RR error falls by \(1.679/0.447=3.76\), an apparent order of \(1.9\), and the LDR error by \(0.379/0.120=3.16\), an apparent order of \(1.7\). These apparent orders carry the staircase scatter of two single points, and \(a_1\) is too poorly fixed for the fit to predict finer spacings or the \(y\) at which a linear term would take over. LDR reduces the fitted quadratic coefficient by a factor of about five here, so whatever linear term the three prescriptions share matters at a coarser spacing for LDR than for RR.

Two features are not predicted by the derivations. The fitted linear term is small and negative: at \(n=32\) it is \(-0.0025\times0.196=-0.05\,\%\) of \(Q_{\rm ext}\). The static estimate for \(\varepsilon=2.25\) at the same \(n\) is \(\chi^2W=0.004931\times0.4198=+0.21\,\%\) in the polarizability. The static coefficient therefore does not carry over in size to the extinction at \(x=2.09\). The fitted sign is also opposite, but given the staircase scatter it is not established by these data. The term linear in \(d\) is derived only at \(k=0\), and at finite \(x\) these data are consistent with a small linear term without fixing its value well: the LDR point at \(n=20\) has error\(/y=-0.0095\) against \(-0.0085\) from the fitted line, a scatter of \(0.001\) beside an intercept of \(-0.0025\). The second feature is the LDR residue \(a_2=-0.019\). Its sign agrees with the missing \(b_3S\) term. If that term were the whole cause, comparison with the LDR correction itself, \(0.1028-0.0190=0.0838\) for \(B\approx-1.52\), would imply an effective \(S\) of \(0.2\times(0.0190/0.0838)\times(1.5206/0.7965)\approx0.09\), below the isotropic \(0.2\), as would be the case for internal waves running mostly near the incident axis. This reading is a conjecture, the value of \(S\) depends on how the fit divides the error between \(a_1\) and \(a_2\) (a smaller \(|a_1|\) means a larger \(|a_2|\) and a larger \(S\)), and surface terms of order \(y^2\) are not excluded.

Without using the Mie value, a free fit \(Q=Q_0+c_1y+c_2y^2\) with the same weights extrapolates to \(Q_0=1.9960\pm0.0012\) for CM, \(1.9966\pm0.0011\) for RR and \(1.9961\pm0.0013\) for LDR, where the standard errors come from the fit residuals. All three contain the Mie value \(1.99614\). The standard error is about \(0.06\,\%\) of \(Q_{\rm ext}\) and does not include the effect of the powers of \(y\) left out of the fit, so the printed deviations of \(-0.008\,\%\), \(+0.025\,\%\) and \(-0.001\,\%\) do not rank the prescriptions. The three fits share the same clusters and the same staircase scatter, so they are not independent confirmations. They also depend on the points used: refitting the table without \(n=8\) moves the three deviations to between \(+0.06\,\%\) and \(+0.08\,\%\). Extrapolation therefore improves CM and RR from \(-0.45\,\%\) to below about \(0.1\,\%\), while for LDR, which starts from \(-0.12\,\%\), the gain is small and not firmly established. The single LDR run at \(n=32\) gives \(Q_{\rm ext}=1.99374\), \(C_{\rm ext}=250541\ {\rm nm}^2=0.2505\ \mu{\rm m}^2\), and from (2) \(Q_{\rm abs}=0.39080\), which is \(0.16\,\%\) below the Mie absorption. The asserted bounds on these quantities are loose by comparison, \(1.5\,\%\) on the \(n=32\) extinction, \(1\,\%\) on the extrapolation and \(3\,\%\) on the LDR absorption, so the finer figures are measurements for this one sphere with incidence along a lattice axis. The program and its output follow.

## Computed values

```
static lattice term = 4.1887902 /d^3, 4pi/3 = 4.1887902
b1 = -1.8915317  b2 = 0.1648469  b3 = -1.7700004  c3 = 1.2754597
b1 from direct damped sum = -1.891532
lattice index error RR, m=1.5: kd=0.1 -6.289e-04, kd=0.2 -2.500e-03, slope 1.99
lattice index error LDR, m=1.5: kd=0.1 6.276e-07, kd=0.2 1.010e-05, slope 4.01
RR eps shift at kd=0.1: exact -1.8864e-03, formula -1.8907e-03
transverse coupling/q^2 along (1,2,3): exact 0.1217, formula 0.1216
mean S = 0.2000; m=1.5: b1+m^2 b2 = -1.5206, m^2 b3 <S> = -0.7965
m = 1.5+0.05i, eps = 2.2475+0.1500i, a = 200 nm, lambda = 600 nm
x = 2.09440, photon energy = 2.0664 eV
Mie Qext = 1.996140, Qsca = 1.604721, Qabs = 0.391419
Mie S0 = 2.18901-2.32425i, Cext = 250842 nm^2
Mie a1 = 0.4709-0.4366j, b1 = 0.6830-0.3150j, a2 = 0.1307-0.2825j, b2 = 0.0434-0.1272j
n=8, m=1.5, CM: Qext = 1.78097, Qsca = 1.81336, difference -3.2e-02
n=8, m=1.5, RR: Qext = 1.78710, Qsca = 1.78710, difference -3.3e-15
n=8, m=1.5, LDR: Qext = 1.90024, Qsca = 1.90024, difference -2.9e-15
n, N, d(nm), y, Qext error(%) CM RR LDR, iterations CM
 8   280  49.28 0.7745 -6.514 -6.416 -1.380 14
10   552  39.30 0.6177 -4.090 -4.060 -0.825 14
12   912  33.25 0.5225 -2.982 -2.971 -0.656 14
16  2176  24.88 0.3910 -1.681 -1.679 -0.379 14
20  4224  19.94 0.3135 -1.135 -1.135 -0.299 15
24  7208  16.69 0.2623 -0.774 -0.774 -0.189 15
32 17256  12.48 0.1961 -0.447 -0.447 -0.120 15
n, W, n*W, share of W in outer 2d, |dS LDR-RR|, ratio to Mie, |dS RR-CM|, ratio
 8 1.1159 8.93 1.000 1.105e-01 0.9744 2.458e-02 0.9835
10 1.2394 12.39 1.000 7.090e-02 0.9900 1.264e-02 0.9948
12 0.9933 11.92 0.999 5.070e-02 0.9932 7.673e-03 0.9962
16 0.8069 12.91 0.999 2.847e-02 1.0000 3.236e-03 1.0013
20 0.6326 12.65 0.998 1.828e-02 1.0010 1.668e-03 1.0017
24 0.5526 13.26 0.997 1.280e-02 1.0020 9.783e-04 1.0024
32 0.4198 13.43 0.998 7.150e-03 1.0025 4.089e-04 1.0028
static n=16 eps=1.05: chi = 0.00391, excess = 1.2296e-05, chi^2 W = 1.2359e-05
static n=16 eps=2.25: chi = 0.07022, excess = 3.7746e-03, chi^2 W = 3.9781e-03
slopes: LDR-RR vs kd 1.995, RR-CM vs kd 2.984, W vs n -0.781
volume share of outer 2d shell at n=32: 0.330
CM: Qext(n=32) = 1.98722, error fit a1 = -0.0023, a2 = -0.1049
CM: extrapolated Qext = 1.99597 +- 0.00123, error -0.008 %
RR: Qext(n=32) = 1.98722, error fit a1 = -0.0029, a2 = -0.1028
RR: extrapolated Qext = 1.99663 +- 0.00111, error +0.025 %
LDR: Qext(n=32) = 1.99374, error fit a1 = -0.0025, a2 = -0.0190
LDR: extrapolated Qext = 1.99612 +- 0.00127, error -0.001 %
LDR n=32: Qabs = 0.39080 (-0.16 %), Cext = 250541 nm^2
```
